\section*{Isotope Shifts, the King Plot and Higher Nuclear Moments in Heavy Atoms, part 2}

When one isotope replaces another, spectral lines shift. We ask when the field shift factorises into an electronic and a nuclear number, and what follows if it does not. Units are Hartree atomic units ($c\simeq137.036$, nuclear mass $M$ in electron masses); radii are in fm, with $1\,\mathrm{fm}=1.8897\times10^{-5}$ bohr. With $\mu=1/M'-1/M$, the prime marking the second isotope, line $i$ shifts to first order by
\begin{equation}
\delta\nu_i=K_i\mu+F_i\,\delta\langle r^2\rangle+G_i\,\delta\langle r^4\rangle+H_i\,\delta\langle r^6\rangle+\dots
\label{eq:line}
\end{equation}
Here $\langle r^n\rangle$ are nuclear charge moments. Line coefficients are upper-level minus lower-level values. A level has $K=\langle T\rangle$, where $T/M$ is the recoil operator, with kinetic and magnetic parts, and
\begin{equation}
F=\frac{Z\beta_0}6,\qquad G=\frac{Z\beta_1}{20},\qquad H=\frac{Z\beta_2}{42},
\end{equation}
where $\beta_0+\beta_1r^2+\beta_2r^4+\dots$ is $4\pi$ times its spherically averaged electron density inside the nucleus. If $G_i/F_i$, $H_i/F_i$ and so on are common to all lines, the field shift factorises:
\begin{equation}
\delta\nu_i^{\rm field}=F_i\lambda,\qquad
\lambda=\delta\langle r^2\rangle+\frac GF\,\delta\langle r^4\rangle+\frac HF\,\delta\langle r^6\rangle+\dots
\end{equation}

Let $e$ be the electron energy without rest energy, $V$ the potential and $W=e-V(0)$. Near the centre the large and small radial components $g$, $f$ obey
\begin{align}
g'&=-\frac{1+\kappa}r\,g+\frac{W+2c^2}c\,f,\\
f'&=-\frac{1-\kappa}r\,f-\frac Wc\,g .
\end{align}
For s$_{1/2}$ ($\kappa=-1$), taking $f$ linear in $r$, integrating for $g$ and expanding the density, proportional to $g^2+f^2$, gave
\begin{equation}
\frac{\beta_1}{\beta_0}=-\frac{W(W+2c^2)}{3c^2}+\frac{W^2}{9c^2}=-\frac{2W}3-\frac{2W^2}{9c^2}.
\label{eq:s}
\end{equation}

The example is one electron bound to a charge $Z=70$, with nuclear density proportional to $1+wr^2/R^2$ for $r<R$ and zero outside. The reference nucleus has $R=6.80$ fm and $w=0$.

The final table also lists a spring model of recoil: two unit masses on a line, each tied to a nucleus of mass $M=10^4$ by a spring of constant 1 and joined by one of constant $0.5$.

Q: And p$_{1/2}$? Non-relativistically a p electron has no density at the nucleus.

A: Its small component does not vanish there. With $\kappa=+1$ and $f(0)=f_0$, the same steps give
\begin{equation}
g=\frac{(W+2c^2)r}{3c}\,f_0,\qquad f=f_0\Big[1-\frac{W(W+2c^2)}{6c^2}r^2\Big],
\end{equation}
and hence
\begin{align}
\frac{\beta_1}{\beta_0}&=-\frac{W^2+2Wc^2}{3c^2}+\frac{W^2+4Wc^2+4c^4}{9c^2}\nonumber\\
&=\frac{4c^2}9-\frac{2W}9-\frac{2W^2}{9c^2}.
\label{eq:p}
\end{align}
The terms in $W^2$ are common to (\ref{eq:s}) and (\ref{eq:p}), and they dominate when $W\gg c^2$. The others differ. For p$_{3/2}$ the density starts with $r^2$, so $F=0$ and its field shift is very small.

Q: Put numbers in. How common is ``nearly common''?

A: For the reference nucleus $-V(0)=8.171\times10^5$ Ha, which is $43.5\,c^2$. The 1s level has $e=-2634$ Ha, so $W=8.145\times10^5$ Ha. Then
\begin{equation}
\frac{\beta_1}{\beta_0}=-(5.43\times10^5+7.85\times10^6)=-8.39\times10^6\ \text{bohr}^{-2}.
\end{equation}
Multiplying by $G\beta_0/(F\beta_1)=6/20$ and by $3.571\times10^{-10}$ bohr$^2$/fm$^2$ gives $G/F=-8.99\times10^{-4}$ fm$^{-2}$. The 2s value is $-9.03\times10^{-4}$ and the 2p$_{1/2}$ value $-8.64\times10^{-4}$ fm$^{-2}$. Relative to 1s these differ by $0.5\%$ and $4\%$.

Q: Those are differences between small terms. Is the $r^4$ term itself worth keeping?

A: Take a uniform sphere that changes its radius. From $\langle r^2\rangle=\frac35R^2$ and $\langle r^4\rangle=\frac37R^4$,
\begin{equation}
\frac{\delta\langle r^4\rangle}{\delta\langle r^2\rangle}=\frac{(12/7)R^3}{(6/5)R}=\frac{10}7R^2 .
\end{equation}
If the binding energy is neglected, $W=3Z/2R$. The ratio of the second to the first field-shift term of an s level is then
\begin{equation}
\frac{G\,\delta\langle r^4\rangle}{F\,\delta\langle r^2\rangle}
=\frac3{10}\,\frac{\beta_1}{\beta_0}\,\frac{10}7R^2
=-\frac37\Big(ZR+\frac{Z^2}{2c^2}\Big).
\end{equation}
The term in $Z^2$ is relativistic and independent of the radius. For $Z=20$ and $R=4.5$ fm the ratio is $-0.5\%$. For $Z=50$ and $6.0$ fm it is $-3.1\%$, and for $Z=70$ and $6.8$ fm it is $-6.0\%$. That is why the higher moments matter for heavy atoms.

Q: Suppose the factorisation does hold. I still know neither $K_i$ and $F_i$ nor $\lambda$. What can be checked by measurement?

A: A relation between two lines. Choose one isotope pair as reference and define the modified shift
\begin{equation}
m_i=\delta\nu_i\,\frac{\mu_{\rm ref}}\mu=K_i\mu_{\rm ref}+F_i\,\frac{\lambda\,\mu_{\rm ref}}\mu .
\end{equation}
The mass term is now the same for every pair. Solve the equation for line 1 for the unknown $\lambda\mu_{\rm ref}/\mu$ and insert it in that for line 2:
\begin{equation}
m_2=\Big(K_2-\frac{F_2}{F_1}K_1\Big)\mu_{\rm ref}+\frac{F_2}{F_1}\,m_1 .
\end{equation}
Plotted against each other for several isotope pairs, the modified shifts lie on a straight line. This is the King plot. It needs measured shifts and nuclear masses, but no nuclear radii. Two pairs always define a line, so a check of linearity takes at least three.

Q: But you have just shown that the ratios are not quite common. The plot must then be curved.

A: Not necessarily. Keep all moments and set
\begin{equation}
x=\delta\langle r^2\rangle\frac{\mu_{\rm ref}}\mu,\qquad
y_k=\delta\langle r^{2k+2}\rangle\frac{\mu_{\rm ref}}\mu\quad(k\ge1).
\end{equation}
Let $L_{ik}$ be the coefficient of $\delta\langle r^{2k+2}\rangle$ in line $i$, so that $L_{i1}=G_i$. Eliminating $x$ between
\begin{equation}
m_i=K_i\mu_{\rm ref}+F_ix+\sum_{k\ge1}L_{ik}y_k,\qquad i=1,2,
\end{equation}
gives
\begin{equation}
m_2=\text{const}+\frac{F_2}{F_1}m_1+\sum_{k\ge1}\Big(L_{2k}-\frac{F_2}{F_1}L_{1k}\Big)y_k .
\label{eq:elim}
\end{equation}
Now take three pairs $a,b,c$ and measure how far point $a$ lies above the chord through $b$ and $c$. For any quantity $q$ define
\begin{equation}
\Delta[q]=q_a-(1-t)q_b-t\,q_c,\qquad t=\frac{m_{1a}-m_{1b}}{m_{1c}-m_{1b}} .
\end{equation}
By construction $\Delta$ gives zero for a constant and for $m_1$. Applied to (\ref{eq:elim}) it leaves
\begin{equation}
D=\Delta[m_2]=\sum_{k\ge1}F_2\Big(\frac{L_{2k}}{F_2}-\frac{L_{1k}}{F_1}\Big)\Delta[y_k].
\label{eq:D}
\end{equation}
Each term is a product of an electronic and a nuclear difference. It vanishes if the two lines weight that moment alike. All terms vanish together if every $y_k$ is a linear function of $x$, that is, if each $\delta\langle r^{2k+2}\rangle$ is a fixed combination of $\delta\langle r^2\rangle$ and $\mu$. Then $m_1$ is linear in $x$ as well, so $\Delta[x]=0$ and with it every $\Delta[y_k]=0$. In that case the plot is straight, but its slope and intercept are in general not the ones written earlier.

Q: Show me the bend with actual nuclei.

A: Keep the one-electron model with $Z=70$. The isotope with mass number 170 is the common partner, and the nuclear mass is taken as the mass number in atomic mass units. The others have $R=6.82$, $6.86$, $6.92$ fm and $w=0.05$, $0$, $0.05$ for mass numbers 172, 174, 176. These are model values, chosen so that size and shape vary independently. The radius changes are larger than those of the real ytterbium isotopes, so the shifts, the bends and the share of second-order terms below do not describe that element. The three lines connect 1s, 2s and 2p$_{1/2}$ with 2p$_{3/2}$.

For the pair 170--176 the moments change by $1.1472$ fm$^2$ and $74.896$ fm$^4$. The raised lower level reduces the energy of the 1s line, whose field terms are
\begin{align}
F\,\delta\langle r^2\rangle&=-0.022977\times1.1472=-2.636\times10^{-2}\ \text{Ha},\\
G\,\delta\langle r^4\rangle&=2.066\times10^{-5}\times74.896=+1.55\times10^{-3}\ \text{Ha}.
\end{align}
The $r^6$ term is $-2.2\times10^{-4}$ Ha. All moments together give $-2.501\times10^{-2}$ Ha. The full level energies, which also contain the higher orders, give $-2.496\times10^{-2}$ Ha. Someone who used $F\,\delta\langle r^2\rangle$ alone to extract the radius change from this shift would find $0.02496/0.022977=1.086$ fm$^2$, which is $5\%$ too small.

With $K$ taken for a point nucleus, the mass shift of the same line is $2.02\times10^{-4}$ Ha. It is positive because $K=612.5-2450=-1837.5$ and $\mu$ are both negative.

Q: And the King plot?

A: With 170--172 as the reference pair, $\mu_{\rm ref}/\mu$ is 1, $0.50581$ and $0.34109$. The modified quantities are as follows, with $y=y_1$ and the column $m$ for the 1s line.
\begin{center}
\begin{tabular}{cccc}
pair & $x$ (fm$^2$) & $y$ (fm$^4$) & $m$ ($10^{-3}$ Ha)\\
170--172 & 0.3183 & 18.829 & $-6.8973$\\
170--174 & 0.2488 & 16.577 & $-5.3437$\\
170--176 & 0.3913 & 25.546 & $-8.4441$
\end{tabular}
\end{center}
Point 172 lies between the other two, with $t=1.5536/3.1005=0.5011$, and
\begin{equation}
\Delta[y]=18.829-(16.577+0.5011\times8.969)=-2.24\ \text{fm}^4 .
\end{equation}
For the 2s line against the 1s line, $F_2=-3.638\times10^{-3}$ Ha/fm$^2$ and the difference of the $G/F$ is $-4.22\times10^{-6}$ fm$^{-2}$. The $r^4$ part of (\ref{eq:D}) is
\begin{equation}
(-3.638\times10^{-3})(-4.22\times10^{-6})(-2.24)=-3.44\times10^{-8}\ \text{Ha}.
\end{equation}
For 2p$_{1/2}$ against 1s the two factors are $-2.115\times10^{-4}$ Ha/fm$^2$ and $+3.52\times10^{-5}$ fm$^{-2}$, and the result is $+1.67\times10^{-8}$ Ha.

Q: I expected the p line to deviate more, since its shape differs more.

A: It does so relative to its own shift. The deviations found from the full level energies are $-3.44\times10^{-8}$ Ha ($-9.4\times10^{-7}$ eV) for 2s and $+1.72\times10^{-8}$ Ha ($4.7\times10^{-7}$ eV) for 2p$_{1/2}$. Divided by the modified shifts of point 172, their magnitudes are $3\times10^{-5}$ and $3\times10^{-4}$. In absolute terms the 2s line wins, because its $F$ is 17 times as large.

Q: The $r^4$ term alone reproduces the full 2s deviation almost perfectly. Is that a success of the formula?

A: No, it is a cancellation. With all moments, (\ref{eq:D}) gives $-2.84\times10^{-8}$ Ha, so the moments beyond $r^4$ contribute $+0.59\times10^{-8}$ Ha. The full energies also contain field shifts beyond first order, and these contribute $-0.59\times10^{-8}$ Ha. I know of no reason for the near equality, and for 2p$_{1/2}$ it is less close.

Q: Then how do you know that (\ref{eq:D}) is right, if terms of second order are a fifth of the answer?

A: By making the nuclear differences small. With the changes in $R$ and $w$ reduced a thousandfold, prediction and full energies agree to $3\times10^{-4}$ of the deviation or better for both pairs of lines. A second test gives all nuclei the same shape, $w=0$. Then every moment depends on $R$ alone, and to first order all the $y_k$ are proportional to $x$. At the reduced scale the deviation indeed drops below $5\%$ of its value for unequal shapes. At full scale the equal-shape nuclei still deviate by $5\times10^{-9}$ Ha in the 2s plot. This remainder comes from second-order field shifts and from the curvature of $\delta\langle r^4\rangle$ and the higher moments as functions of $\delta\langle r^2\rangle$.

Q: If I saw a plot that looked straight, could I at least read $F_2/F_1$ from its slope?

A: Approximately. Let $s=(y_c-y_b)/(x_c-x_b)$. With the $r^4$ term kept, the chord has the slope
\begin{equation}
\frac{m_{2c}-m_{2b}}{m_{1c}-m_{1b}}=\frac{F_2}{F_1}\,\frac{1+(G_2/F_2)s}{1+(G_1/F_1)s} .
\end{equation}
Here $s=8.969/0.1425=62.9$ fm$^2$. For the 2p$_{1/2}$ line the last fraction is $0.9456/0.9434=1.0023$. The full energies give a slope of $0.009225$ against $F_2/F_1=0.009204$, also a ratio of $1.0023$. The closeness is again partly a cancellation: all moments to first order give $1.0021$, and the field shifts beyond first order bring the ratio back to $1.0023$. For 2s the slope is low by $0.03\%$. In this example the changed slope is a larger relative effect of the higher moments than the bend, and it leaves no visible trace in the plot.

Q: Would a bend in a measured King plot then prove that the higher moments are at work?

A: Not by itself. The model omits nuclear deformation and polarisation, the change of $K$ with the nuclear radius, terms of order $1/M^2$, and QED. A QED shift that does not depend on the nucleus cancels between isotopes, but its dependence on the nuclear charge distribution does not. None of these effects has been estimated here, and each can add a nuclear parameter that two lines weight differently. Equation (\ref{eq:D}) gives the part due to the moments to first order in the nuclear changes, once the electronic coefficients, the nuclear charge distributions and the modified shifts of line 1 are known. The numerical output below lists the values behind the example.

\section*{Table of computed values}
\begin{verbatim}
Z = 70; c = 137.035999 a.u.; 1 fm = 1.889726e-05 bohr
A=170: R=6.80 fm, w=0.00, <r2>=27.7440 fm^2, <r4>=916.345 fm^4
A=172: R=6.82 fm, w=0.05, <r2>=28.0623 fm^2, <r4>=935.174 fm^4
A=174: R=6.86 fm, w=0.00, <r2>=28.2358 fm^2, <r4>=949.117 fm^4
A=176: R=6.92 fm, w=0.05, <r2>=28.8912 fm^2, <r4>=991.241 fm^4
-V(0) = 8.17112e+05 Ha; -V(0)/c^2 = 43.512
1s1/2: e=-2634.137654 Ha, F=2.29771e-02 Ha/fm^2, G=-2.06603e-05 Ha/fm^4, H=5.457e-08 Ha/fm^6
2s1/2: e=-670.576211 Ha, F=3.63767e-03 Ha/fm^2, G=-3.28616e-06 Ha/fm^4, H=8.675e-09 Ha/fm^6
2p1/2: e=-670.681973 Ha, F=2.11475e-04 Ha/fm^2, G=-1.82630e-07 Ha/fm^4, H=4.852e-10 Ha/fm^6
2p3/2: e=-622.828509 Ha, F=0.00000e+00 Ha/fm^2, G=7.57983e-11 Ha/fm^4, H=-7.742e-14 Ha/fm^6
1s1/2 level: G/F = -8.991702e-04 fm^-2; line G/F = -8.991735e-04 fm^-2
2s1/2 level: G/F = -9.033703e-04 fm^-2; line G/F = -9.033912e-04 fm^-2
2p1/2 level: G/F = -8.636018e-04 fm^-2; line G/F = -8.639602e-04 fm^-2
1s1/2 recoil*M: kinetic 4517.384, magnetic -2067.384, K 2450.000 Ha*m_e
2s1/2 recoil*M: kinetic 1076.604, magnetic -417.892, K 658.712 Ha*m_e
2p1/2 recoil*M: kinetic 864.634, magnetic -205.922, K 658.712 Ha*m_e
2p3/2 recoil*M: kinetic 670.150, magnetic -57.650, K 612.500 Ha*m_e
spring model, shift*M: normal 0.60355, specific -0.10355, exact 0.49998 a.u.
1s1/2-2p3/2, 170->172: mass 6.894771e-05, field -6.966216e-03, modified -6.89726876e-03 Ha
1s1/2-2p3/2, 170->174: mass 1.363104e-04, field -1.070077e-02, modified -5.34365218e-03 Ha
1s1/2-2p3/2, 170->176: mass 2.021422e-04, field -2.495880e-02, modified -8.44413146e-03 Ha
2s1/2-2p3/2, 170->172: mass 1.733979e-06, field -1.102609e-03, modified -1.10087469e-03 Ha
2s1/2-2p3/2, 170->174: mass 3.428097e-06, field -1.693661e-03, modified -8.54943159e-04 Ha
2s1/2-2p3/2, 170->176: mass 5.083711e-06, field -3.950339e-03, modified -1.34566850e-03 Ha
2p1/2-2p3/2, 170->172: mass 1.733979e-06, field -6.424313e-05, modified -6.25091488e-05 Ha
2p1/2-2p3/2, 170->174: mass 3.428097e-06, field -9.870873e-05, modified -4.81942724e-05 Ha
2p1/2-2p3/2, 170->176: mass 5.083711e-06, field -2.302357e-04, modified -7.67960407e-05 Ha
1s line, 170->176, moment terms r2, r4, r6: -2.636024e-02, 1.547397e-03, -2.201873e-04 Ha
  sum of all moments -2.501301e-02 Ha, full field shift -2.495880e-02 Ha
King 2s1/2 vs 1s: chord slope 0.1582740, F ratio 0.1583172
  deviation: full -3.4373e-08 Ha = -9.3534e-07 eV
  first order: r4 only -3.4390e-08 Ha, all moments -2.8448e-08 Ha
  equal-shape nuclei, full deviation 5.3441e-09 Ha
  differences scaled by 0.001: relative error of prediction 2.44e-04
King 2p1/2 vs 1s: chord slope 0.0092250, F ratio 0.0092037
  deviation: full 1.7160e-08 Ha = 4.6694e-07 eV
  first order: r4 only 1.6692e-08 Ha, all moments 1.3800e-08 Ha
  equal-shape nuclei, full deviation -2.8781e-09 Ha
  differences scaled by 0.001: relative error of prediction 2.85e-04
uniform sphere Z=20, R=4.5 fm: r4 term / r2 term = -0.529 % (s level, binding neglected)
uniform sphere Z=50, R=6.0 fm: r4 term / r2 term = -3.096 % (s level, binding neglected)
uniform sphere Z=70, R=6.8 fm: r4 term / r2 term = -5.977 % (s level, binding neglected)
largest relative error of moment formula: 8.8e-07
\end{verbatim}
